# Surface Green function of a periodic lead by decimation

## Definitions and conventions

A semi-infinite lead is divided into identical slices $j=0,1,2,\ldots$, each with $m$ orthonormal orbitals. Slice 0 is the surface. The slices are long enough that only neighbours couple. The Hamiltonian blocks are

$$H_{jj}=h=h^\dagger,\qquad H_{j,j+1}=v,\qquad H_{j+1,j}=v^\dagger .$$

The Green function is $G=(z-H)^{-1}$ with $z=E+i\eta$ and $\eta>0$, and the quantity sought is $g=G_{00}$. The algebra uses atomic units. The Bloch phase $k$ is counted per slice, so the slope $v_g=dE/dk$ has the dimension of energy. The model is one of independent electrons in a fixed, periodic potential.

Two properties of a Hermitian $H$ will be needed. First, $\|G\|\le1/\eta$, because $E-H$ has real eigenvalues. Second,

$$i(G-G^\dagger)=iG^\dagger\big[(z^*-H)-(z-H)\big]G=2\eta\,G^\dagger G>0 .$$

A diagonal block of a positive matrix is positive. Hence no diagonal block of $G$ can annihilate a vector, and every such block is invertible.

## The scheme

The first block column of $(z-H)G=1$ reads

$$(z-h)G_{00}=1+vG_{10},\qquad (z-h)G_{j0}=v^\dagger G_{j-1,0}+vG_{j+1,0}\quad(j\ge1).$$

To repeat the elimination, write these equations with general coefficients:

$$(z-e_s)G_0=1+\alpha G_1,\qquad (z-e)G_j=\beta G_{j-1}+\alpha G_{j+1}.$$

Initially $e_s=e=h$, $\alpha=v$ and $\beta=v^\dagger$. With $q=(z-e)^{-1}$, each odd slice obeys $G_j=q(\beta G_{j-1}+\alpha G_{j+1})$. Substitution into the even equations gives

$$(z-e_s)G_0=1+\alpha q\beta G_0+\alpha q\alpha G_2,$$
$$(z-e)G_j=\beta q(\beta G_{j-2}+\alpha G_j)+\alpha q(\beta G_j+\alpha G_{j+2}).$$

Moving the terms in $G_0$ and $G_j$ to the left restores the original form, with

$$e_s\to e_s+\alpha q\beta,\quad e\to e+\alpha q\beta+\beta q\alpha,\quad \alpha\to\alpha q\alpha,\quad \beta\to\beta q\beta .$$

The surface block receives one correction because slice 0 has a neighbour on one side only.

```
es = e = h; alpha = v; beta = adjoint(v); z = E + i*eta
for n = 0 ... nmax:
    if max(norm(alpha), norm(beta)) < tol*norm(v):
        return inverse(z - es)
    solve (z - e) X = alpha and (z - e) Y = beta
    es = es + alpha*Y
    e  = e + alpha*Y + beta*X
    alpha = alpha*X
    beta  = beta*Y
report failure
```

After the first step $\beta$ is in general not $\alpha^\dagger$. Indeed $\alpha_1^\dagger=v^\dagger q^\dagger v^\dagger$, whereas $\beta_1=v^\dagger q v^\dagger$, and $q$ is not Hermitian at complex $z$. Both couplings must be carried.

## Why the eliminated length grows exponentially

Let $N=2^n$. Suppose that after $n$ steps $N-1$ original slices have been eliminated between retained neighbours. The next step removes the retained slice between two such groups, so the new gap contains

$$(N-1)+1+(N-1)=2N-1$$

slices. The statement holds for $n=0$, and therefore for every $n$.

If the remaining coupling $\alpha_n$ is dropped, slice 0 keeps the influence of slices $1,\ldots,N-1$. Thus

$$g_N=(z-e_{s,n})^{-1}$$

is the surface Green function of a finite lead of $N$ slices. The eliminated slices have not been neglected: their effect is stored in the energy-dependent block $e_{s,n}$. What is neglected is the lead beyond them.

The inverse $q_n$ also has a direct meaning. It is the central block of the Green function of a finite segment of $2N-1$ slices. By the properties above it exists and satisfies $\|q_n\|\le1/\eta$.

The same $g_N$ follows from adding slices one at a time at the front,

$$g_1=(z-h)^{-1},\qquad g_{N+1}=(z-h-vg_Nv^\dagger)^{-1},$$

but this reaches $N$ slices after $N-1$ additions instead of $\log_2N$ doublings.

## Decay inside the lead

Cut the semi-infinite lead between slices $j$ and $j+1$. The part on the right is again a semi-infinite lead with surface function $g$, driven by $v^\dagger G_{j0}$. Therefore

$$G_{j+1,0}=gv^\dagger G_{j0},\qquad G_{j0}=(gv^\dagger)^jg .$$

Setting $j=0$ in the surface equation gives

$$g=(z-h-vgv^\dagger)^{-1}.$$

The row equation $G(z-H)=1$, cut in the same place, gives $G_{0,j+1}=G_{0j}vg$, so $G_{0j}=g(vg)^j$.

For $\eta>0$ the resolvent is bounded, so $\sum_j\|G_{j0}x\|^2$ is finite for every vector $x$, and $G_{j0}$ tends to zero. Since $g$ is invertible, the spectral radius $\rho$ of $gv^\dagger$ is below one. The row argument gives the same for the spectral radius $\rho'$ of $vg$.

The eigenvalues are Bloch factors. Inserting $c_j=\lambda^jc$ into the column recurrence gives

$$(z-h)\lambda c=v^\dagger c+v\lambda^2c .$$

The eigenvalues of $gv^\dagger$ are the roots with $|\lambda|<1$. For a row solution $r_j=\mu^jr$, the recurrence is $\mu r(z-h)=rv+\mu^2rv^\dagger$. Division by $\mu^2$ yields the same matrix polynomial with $\lambda=1/\mu$. The eigenvalues of $vg$ are thus inverses of growing roots, which describe motion towards the surface.

## The truncation error

Let $G^{(N)}$ belong to the finite lead and let $\hat g_N=G^{(N)}_{N-1,N-1}$ be its far-end block. Restoring the coupling at the cut, Dyson's equation gives

$$g=g_N+G^{(N)}_{0,N-1}\,v\,G_{N0},\qquad G_{N0}=(gv^\dagger)^Ng .$$

The finite-lead factor is found from the same equation for another block. With $\Sigma=vgv^\dagger$ and $X=G_{N-1,N-1}$,

$$G_{0,N-1}=G^{(N)}_{0,N-1}(1+\Sigma X),\qquad X^{-1}=\hat g_N^{-1}-\Sigma .$$

Hence $1+\Sigma X=(X^{-1}+\Sigma)X=\hat g_N^{-1}X$. Its inverse is $X^{-1}\hat g_N=1-\Sigma\hat g_N$. Since $G_{0,N-1}=g(vg)^{N-1}$,

$$g-g_N=g(vg)^{N-1}(1-vgv^\dagger\hat g_N)\,v\,(gv^\dagger)^Ng .$$

The wave travels to the missing part and back. At fixed $\eta$ the middle factor is bounded, so the error decays at least as fast as $(\rho\rho')^N$, apart from possible powers of $N$ when the matrices are not diagonalizable. Doubling $N$ squares the exponential factor. This is the quadratic convergence of decimation; it is not uniform as $\eta\to0$.

For an open, nondegenerate mode, expand $E(k+\delta k)=E+i\eta$ to first order:

$$\delta k\simeq\frac{i\eta}{v_g},\qquad |\lambda|\simeq e^{-\eta/v_g}\quad(v_g>0).$$

Left-moving modes decay towards the surface with $|v_g|$ in place of $v_g$. At fixed small $\eta$ the fastest open mode in each direction therefore decays least per slice, and the two fix the bound $\rho\rho'$. When $E(k)=E(-k)$, as for real $h$ and $v$, the two speeds are equal and the fastest mode controls the step count. Otherwise the error of each decoupled channel falls at its own round-trip rate $\eta(1/v_++1/|v_-|)$, where $v_+$ and $v_-$ are its slopes in the two directions. The channel with the smallest rate need not contain the fastest mode.

A two-orbital lead tests these matrix statements. In eV,

$$h=\begin{pmatrix}0&0.4\\0.4&1.5\end{pmatrix},\quad v=\begin{pmatrix}-1&0.2i\\0.3&-0.6\end{pmatrix},\quad z=-0.8+0.01i .$$

Direct inversion of finite leads of 2 to 32 slices reproduced the decimated surface blocks. The converged $g$ differed from the solution built from Bloch factors by a relative $3.7\times10^{-16}$. The band slopes are $1.8887$ and $-2.0110$ eV, which predict

$$-\ln(\rho\rho')\simeq0.01\left(\frac1{1.8887}+\frac1{2.0110}\right)=0.01027$$

per slice. The rate observed from the errors is $0.010268$.

## One subband in closed form

Take $m=1$ and $v=-t$ with $t>0$. The Bloch equation becomes $z-h=-t(\lambda+\lambda^{-1})$. With $\lambda=e^{ik}$ the lower band edge is $E_0=h-2t$, and

$$\zeta=z-E_0=2t(1-\cos k)=4t\sin^2(k/2).$$

The root with $|\lambda|<1$ is chosen. Since $gv^\dagger=\lambda$, $g=-\lambda/t$.

For a finite lead, let $u_j=G^{(N)}_{j0}$ and require $u_N=0$. The solution is $u_j=A(\lambda^j-\lambda^{2N-j})$. Comparing the surface equation with the recurrence continued to $j=-1$ requires $-tu_{-1}=1$. This fixes $A$ and gives

$$\frac{g_N}{g}=\frac{1-\lambda^{2N}}{1-\lambda^{2N+2}},\qquad \frac{g_N}{g}-1=-\frac{\lambda^{2N}(1-\lambda^2)}{1-\lambda^{2N+2}} .$$

Define $\gamma=-\ln|\lambda|$. When $|\lambda|^{2N+2}\ll1$, a relative error below $\epsilon$ requires

$$n=\left\lceil\log_2\frac{\ln(|1-\lambda^2|/\epsilon)}{2\gamma}\right\rceil .$$

Let $\delta=E-E_0$. For $|\zeta|\ll t$, $k\simeq\sqrt{\zeta/t}$, and its imaginary part has three limits:

- In the gap, $\delta<0$ and $\eta\ll|\delta|$: $\gamma\simeq\sqrt{|\delta|/t}$.
- At the edge, $\delta=0$: $\sqrt i=(1+i)/\sqrt2$, so $\gamma\simeq\sqrt{\eta/2t}$.
- In the band, $\delta>0$ and $\eta\ll\delta$: $\sqrt{\delta+i\eta}\simeq\sqrt\delta\,(1+i\eta/2\delta)$, so $\gamma\simeq\eta/(2\sqrt{t\delta})$.

Convergence therefore slows as the edge is approached from the gap. Past the edge, at fixed $\eta$, it slows further as the velocity rises. The edge is slow compared with the gap but fast compared with the interior of the band near it.

### The limit of zero broadening

At the edge $\lambda\to1$, and the finite-lead ratio becomes $g_N/g=N/(N+1)$. The relative error is $1/(N+1)$, so each doubling roughly halves it instead of squaring it.

Inside the band, consider $x=(z-e)/\alpha$. Here $\alpha=\beta$, and one step gives

$$x'=\frac{(z-e)-2\alpha^2/(z-e)}{\alpha^2/(z-e)}=x^2-2 .$$

Since $x_0=-(z-h)/t=2\cos k$, the double-angle formula gives $x_n=2\cos(Nk)$. From $\alpha_{n+1}=\alpha_n/x_n$ and $\sin2\theta=2\sin\theta\cos\theta$,

$$\alpha_n=-\frac{t\sin k}{\sin(Nk)} .$$

For real $k$ in $(0,\pi)$, $|\alpha_n|\ge t\sin k$. The coupling never vanishes, and a step with $\cos(Nk)=0$ has no inverse. A finite lead has standing waves, and without absorption they do not settle to an outgoing wave.

### Accuracy in the broadening

Converging the decimation does not remove the error due to $\eta$. In the band,

$$\left|\frac{g(E+i\eta)}{g(E+i0)}-1\right|\simeq\frac{\eta}{v_g}\simeq\gamma .$$

At the edge the same quantity is $\sqrt{\eta/t}$, so a hundredfold reduction of $\eta$ gains only a factor of ten. If the relative bias is held at $b$ in the band, then $\gamma\simeq b$ and the step count depends on energy only through a logarithm. The price of approaching the edge is then a smaller $\eta\simeq bv_g$. This measure of bias is lenient near the edge, where $g\simeq-1/t$ and the energy-dependent part is small, and it is proportional to the slice length. The change of $t^2g$ relative to its imaginary part $t\sin k$ is $\gamma/\sin k\simeq\eta/2\delta$, which does not depend on the slice length. If that ratio is held fixed instead, $\gamma\propto\sqrt\delta$, and about one more step is needed for each factor of four by which $\delta$ falls.

## Example: a thin silicon source

The lead is an n-type silicon film 3 nm thick, as in the source of a thin-body transistor. The rough masses are 0.19 electron masses along transport and 0.916 across the film. These describe two of the six valleys. The walls are hard, the potential is flat, and the wavevector along the device width is zero.

Slices are 0.25 nm long, with 11 grid points across the film. In atomic units $t=1/(2m_xa^2)$, where $m_x$ is the transport mass and $a$ the slice length; here $t=3.2084$ eV. The matrices are $h=h_\perp+2t$ and $v=-t$ times the unit matrix, where $h_\perp$ is the transverse Hamiltonian. The transverse modes decouple, so each obeys the one-subband formulas. On this grid the first two edges lie at 0.0454 and 0.1783 eV. They are not converged in the grid: halving the spacing gives 0.0455 and 0.1814 eV, and a fine grid gives 0.0456 and 0.1824 eV.

The full $11\times11$ matrices were decimated, and the result was projected on the first transverse mode. With $\eta=10^{-5}$ eV held fixed and $\epsilon=10^{-6}$, the first step whose error against the closed form fell below $\epsilon$ was:

| $\delta$ (eV) | $\gamma$ | steps | lead (nm) | bias |
|---:|---:|---:|---:|---:|
| −0.100 | 0.176 | 6 | 16 | 8.8e−6 |
| −0.001 | 0.0177 | 9 | 128 | 8.8e−5 |
| 0 | 1.25e−3 | 12 | 1024 | 1.8e−3 |
| +0.001 | 8.83e−5 | 16 | 16384 | 8.8e−5 |
| +0.100 | 8.86e−6 | 20 | 262144 | 8.9e−6 |

All five counts agree with the formula. For the last row, $|1-\lambda^2|\simeq2\sin k=0.352$, so

$$N\ge\frac{\ln(0.352/10^{-6})}{2(8.86\times10^{-6})}\simeq7.2\times10^5,\qquad \log_2N\simeq19.5,$$

and 20 steps are needed. They eliminate 1,048,575 slices. The equivalent length, 262144 nm or $2.62\times10^6$ angstrom, is the distance over which the small artificial absorption hides the far end. It is not a length that an electron in a real source would cross coherently.

The bias is largest at the edge, although the count there is not. Holding it at $10^{-4}$ for $\delta=0.001$, 0.01 and 0.1 eV requires $\eta=1.13\times10^{-5}$, $3.58\times10^{-5}$ and $1.13\times10^{-4}$ eV. Each case then takes 16 steps. Relative to the imaginary part of $g$, the same changes are $5.7\times10^{-3}$, $1.8\times10^{-3}$ and $5.7\times10^{-4}$.

The change in the type of convergence is visible in the errors. At $\delta=-0.1$ eV they are $1.85\times10^{-2}$, $1.1\times10^{-3}$, $3.7\times10^{-6}$ and $4.7\times10^{-11}$ for $n=3$ to 6. At the edge with $\eta=0$ they are 0.111, 0.059 and 0.030 for $n=3$ to 5, and still $9.8\times10^{-4}$ at $n=10$.

At $\delta=0.1$ eV, still below the second subband, the projected surface function is $g=-0.3068-0.0548i$ eV$^{-1}$. The surface density of states per spin and valley is $-\mathrm{Im}\,g/\pi=0.0174$ eV$^{-1}$. The self-energy presented to an attached device slice is $\Sigma=vgv^\dagger=t^2g=-t\lambda$. For $\eta\to0$ its broadening is

$$\Gamma=i(\Sigma-\Sigma^\dagger)=-2\,\mathrm{Im}\,\Sigma=2t\sin k=\frac{dE}{dk}.$$

Numerically, $\Gamma=2(3.2084)^2(0.0548)\simeq1.128$ eV, or 0.0415 hartree. It measures the escape rate from one slice, so it depends on the slice length. The velocity, $\Gamma a/\hbar=4.29\times10^7$ cm/s, does not in the continuum limit, where its value is $4.30\times10^7$ cm/s.

### Comparison with a real source

For rough source conditions of $10^{20}$ cm$^{-3}$ doping and 300 K, the Fermi level estimated with hard walls is 0.14 eV above the first edge, so the example energy carries current. The assumption most strongly broken is coherent propagation. If scattering is taken as isotropic, a rough mobility of 100 cm$^2$/Vs implies a scattering half-width of 0.03 eV, thousands of times the chosen $\eta$ and comparable with the thermal energy of 0.026 eV. Used as a uniform $\eta$, it changes $g$ at $\delta=0.1$ eV by about $0.03/1.13$, or 3%, a figure that halves when the slice length is halved. The change of $\Sigma$ relative to $\Gamma/2$ is $\eta/2\delta\simeq15\%$ for any short slice, and it lies mostly in the real part. Decimation finishes in 8 steps; near the edge it smears the threshold itself. If all electrons had the density shape of the lowest hard-wall mode, space charge would raise the edge by about 0.017 eV relative to the mean potential across the film. At fixed absolute energy, $\Gamma\propto\sqrt\delta$ would then fall by roughly 9%. Electrons in the second subband make both changes smaller. Wall penetration lowers the edge by about 0.005 eV and raises $\Gamma$ by 2%. A nonparabolicity of 0.5 eV$^{-1}$, applied to the energy above the subband edge, replaces $\delta$ by $\delta(1+0.5\,\delta)$, with $\delta$ in eV, in the parabolic relation between energy and wavevector. The velocity at 0.1 eV is then multiplied by $\sqrt{1.05}/1.10$, a fall of about 7%. Including the confinement energy in the relation makes the fall about 9%. With hard walls, the omitted four valleys hold about 15% of the electrons and open only above the example energy. This does not survive finite walls, because their confinement mass is light and a larger share of their wavefunction lies inside the walls. For a barrier of 3.1 eV and an oxide mass of 0.5, their edge falls to roughly 0.1 eV above the first edge, close to the example energy. Their share rises to about 44%, and the Fermi level falls to about 0.10 eV above the first edge. The example therefore describes one subband, not the total current of a real film. For a real source the first decimal of $\Gamma$ in eV is thus already uncertain, and the further digits belong to the model.

## Cost, stability and failure modes

For dense blocks, one step needs a factorization, two solves with $m$ right-hand sides and four products. This is $(1/3+2+4)m^3\simeq6.3m^3$ complex multiply-adds. Adding one slice costs about $3m^3$: an inverse and two products. At the edge in the table, one-slice growth needs 3272 slices, or about $9800m^3$, against $76m^3$ for 12 doublings. Storage is a few $m\times m$ matrices, whatever the eliminated length.

**Rounding.** In the open band the map $x\to x^2-2$ doubles an error in the angle at each step. This does not make the error of $g$ grow in proportion to $N$. The angle after $n$ steps is $2^nk$, so an error made there equals a shift of $k$ smaller by a factor $2^n$. Away from the band edges, digits are lost mainly when a step meets a nearly singular $z-e$ and large terms cancel later. Since $\|q\|\le1/\eta$, a smaller $\eta$ permits worse cases. They depend on the energy and are rare among arbitrary energies, but the band centre of one subband, $z-h=i\eta$, is one of them. There the relative error grows roughly as $(t/\eta)^2$ times the machine precision. In double precision it is about $3\times10^{-11}$, $3\times10^{-5}$ and of order one for $\eta/t=10^{-3}$, $10^{-6}$ and $10^{-9}$, and the coupling test still passes.

**Stopping.** For one subband, once $\gamma N\gg1$, $|\alpha_n|\simeq2t|\sin k|e^{-\gamma N}$, whereas the surface error contains $e^{-2\gamma N}$. A coupling test with the same tolerance therefore usually costs about one extra step.

**Misleading residuals.** The residual $(z-h-vg_Nv^\dagger)g_N-1$ equals $g_{N+1}^{-1}g_N-1$. At the edge with $\eta=0$ it is

$$\frac{N(N+2)}{(N+1)^2}-1=-\frac1{(N+1)^2},$$

while the error is $1/(N+1)$. A small residual there does not certify an equally small error.

**Broadening.** If the iteration fails in a band, $\eta$ may be zero or too small for the allowed steps. Raising it restores convergence but increases the bias. The result should be compared at two values of $\eta$, expecting a linear change inside a band and a square-root change at a quadratic edge.

**Slices.** If couplings reach beyond the next slice, the recurrence is wrong from the start, and slices must be merged until they do not. A singular $v$ is harmless to decimation, which never inverts it. A nonorthogonal basis requires $z-h$ and the couplings to include the overlap, and lies outside the formulas above.

The main computed values are in the numerical output.

## Computed results

```
TWO-ORBITAL TEST LEAD (model energies in eV)
relative difference from mode solution: 3.7e-16
right, left band slopes dE/dk: 1.8887, -2.0110 eV
error rate per slice, observed: 0.010268
error rate per slice, from modes: 0.010267
SILICON FILM LEAD
masses, transport and confinement: 0.19, 0.916 electron masses
film thickness, slice length: 3.0, 0.25 nm
transverse grid points: 11
coupling t: 3.2084 eV
first, second subband edges: 0.0454, 0.1783 eV
eta: 1e-05 eV; relative tolerance: 1e-06
delta(eV) gamma steps eliminated length(nm) bias
-0.100 1.763e-01 6 63 16.0 8.79e-06
-0.001 1.765e-02 9 511 128.0 8.83e-05
+0.000 1.248e-03 12 4095 1024.0 1.76e-03
+0.001 8.827e-05 16 65535 16384.0 8.83e-05
+0.100 8.862e-06 20 1048575 262144.0 8.86e-06
last length converted: 2.6214e+06 angstrom
one-slice lead length needed at edge: 3272 slices
gap errors at delta=-0.1 eV, n=3,4,5,6: 1.85e-02, 1.06e-03, 3.74e-06, 4.69e-11
edge errors at eta=0, n=3,4,5,10: 0.11111, 0.05882, 0.03030, 0.00098
min |alpha_n|/(t sin k), eta=0, delta=0.1 eV, n<=20: 1.0022
FIXED RELATIVE BIAS: delta(eV) eta(eV) bias steps
0.001 1.133e-05 9.999e-05 16
0.010 3.581e-05 9.999e-05 16
0.100 1.128e-04 9.999e-05 16
SURFACE RESULT at delta=0.1 eV, first subband
g: -0.30682 -0.05481 i eV^-1
surface density of states per spin: 0.01745 eV^-1
Gamma: 1.12842 eV = 0.041469 hartree
group velocity: 4.286e+07 cm/s
NEGLECTED EFFECTS (doping 1e20 cm^-3, 300 K)
thermal energy: 0.0259 eV
Fermi level above first edge: 0.141 eV
electrons in other four valleys: 14.7 %
nonparabolicity 0.5/eV times that energy: 7.1 %
scattering half-width, mobility 100 cm2/Vs: 0.0305 eV
steps at delta=0.1 eV with eta set to that half-width: 8
space-charge shift of first edge: +0.0167 eV
wall shift, barrier 3.1 eV, oxide mass 0.5: -0.0048 eV
transverse-grid shift of first edge: -0.00026 eV
slice-grid error of k at 0.1 eV: 0.130 %
```
